# Why linearly polarized light drives no injection current in nonmagnetic crystals

Light with a photon energy of 2.0 eV and a field amplitude of 0.001 MV/cm falls on a two-dimensional model crystal with a gap of 1.7 eV. Its linear polarization lies at 35° to the $x$ axis. The electrons lifted in one valley of the band structure, called K, make a current that grows by 94 nA/cm in each femtosecond. Circular light of the same intensity makes a smaller total, 50 nA/cm per femtosecond. Yet under the linear light the total of this growing current is zero: the other valley, K′, cancels K down to rounding error. The crystal has no rotation, in-plane mirror or inversion that would demand this. What demands it is time reversal.

## The current in question

Treat the electrons as independent, with charge $-e$, in a uniform light field $\mathbf E(t)$. A filled valence band $v$ lies below an empty conduction band $c$, with transition energy $E(\mathbf k)=\hbar\omega_{cv}$. The coupling is $+e\mathbf E\cdot\mathbf r$, and to first order the conduction amplitude after a pulse is

$$c(\mathbf k)=-\frac{ie}{\hbar}\int\mathbf E(t)\cdot\mathbf r_{cv}\,e^{i\omega_{cv}t}\,dt,\qquad \mathbf r_{cv}=i\langle c|\nabla_{\mathbf k}v\rangle .$$

An electron moved from $v$ to $c$ changes its velocity by $\boldsymbol\Delta=\mathbf v_c-\mathbf v_v=\nabla_{\mathbf k}E/\hbar$. The populations $|c|^2$ therefore carry a current proportional to $-e\sum_{\mathbf k}\boldsymbol\Delta|c|^2$, which outlives the pulse until scattering destroys it. This is the injection current. The coherences between the bands oscillate at $\omega_{cv}(\mathbf k)$ and dephase.

For continuous light write $\mathbf E=\tfrac12E_0(\mathbf p\,e^{-i\omega t}+\text{c.c.})$ with $|\mathbf p|=1$, so that equal $E_0$ means equal intensity. The first term is resonant. The squared time integral becomes $2\pi\delta(\omega_{cv}-\omega)$ times the illumination time, and the transition rate is

$$W=\frac{e^2E_0^2}{4\hbar^2}\,2\pi\,|\mathbf p\cdot\mathbf r_{cv}|^2\delta(\omega_{cv}-\omega)=\frac{\pi e^2E_0^2}{2\hbar^2}|\mathbf p\cdot\mathbf r_{cv}|^2\delta(\omega_{cv}-\omega).$$

With spin factor $g_s=2$, the sheet current grows as

$$\frac{d\mathbf j}{dt}=-eg_s\int\frac{d^2k}{(2\pi)^2}\,\boldsymbol\Delta\,W. \tag{1}$$

## What time reversal pairs

Without spin-orbit coupling each spin can be treated alone, and time reversal is complex conjugation: $H(-\mathbf k)=H(\mathbf k)^*$. The energies at $\pm\mathbf k$ are then equal. Their gradients are opposite, so $\boldsymbol\Delta(-\mathbf k)=-\boldsymbol\Delta(\mathbf k)$. The states can be chosen as $u(-\mathbf k)=u(\mathbf k)^*$. A derivative with respect to $-\mathbf k$ brings a minus sign, hence

$$\mathbf r_{cv}(-\mathbf k)=-i\langle c|\nabla_{\mathbf k}v\rangle^*=\left(i\langle c|\nabla_{\mathbf k}v\rangle\right)^*=\mathbf r_{cv}(\mathbf k)^* .$$

Other phase choices alter $\mathbf r_{cv}$ but not the product $Q_{ab}=r^a_{cv}r^b_{vc}$, with $\mathbf r_{vc}=\mathbf r_{cv}^*$. So $Q_{ab}(-\mathbf k)=Q_{ab}(\mathbf k)^*$.

Now expand the absorption strength. Both $p_ap_b^*$ and $Q_{ab}$ are Hermitian matrices, so the imaginary cross terms cancel between $ab$ and $ba$:

$$|\mathbf p\cdot\mathbf r_{cv}|^2=\sum_{ab}\left[\mathrm{Re}(p_ap_b^*)\,\mathrm{Re}\,Q_{ab}-\mathrm{Im}(p_ap_b^*)\,\mathrm{Im}\,Q_{ab}\right]. \tag{2}$$

The first part is even in $\mathbf k$. Multiplied by the odd $\boldsymbol\Delta$, it integrates to zero. The second part is odd, and its product with $\boldsymbol\Delta$ adds at $\pm\mathbf k$. Linear polarization is a real vector up to a common phase, so $\mathrm{Im}(p_ap_b^*)=0$ and the surviving part is absent.

For circular light $\mathbf p=(1,i\sigma)/\sqrt2$, with $\sigma=\pm1$, we have $p_xp_y^*=-i\sigma/2$. The $xy$ and $yx$ terms together give $+\sigma\,\mathrm{Im}\,Q_{xy}$. For $\mathbf p=(1,e^{i\varphi})/\sqrt2$ the same step gives $\sin\varphi\,\mathrm{Im}\,Q_{xy}$, so the current follows the helicity.

One pair of momenta shows the mechanism, for light tuned to their transition energy of 1.83 eV. At a point near K, $\boldsymbol\Delta=(0.287,0.150)$ nm/fs and $Q_{xy}=(-0.0018+0.0234i)$ nm². At $-\mathbf k$ the velocity change has the opposite sign and $Q_{xy}$ is conjugated. Linear light has strength 0.0215 nm² at both points: equal numbers of electrons receive opposite velocity changes. Light with $\sigma=+1$ has strength 0.0469 nm² at $\mathbf k$ and 0.0001 nm² at $-\mathbf k$. These are 0.0235 ± 0.0234 nm², an even part plus or minus $\mathrm{Im}\,Q_{xy}$.

## A model that can be solved

The crystal is a honeycomb layer with lattice constant $a=0.32$ nm. Bond vectors $\boldsymbol\delta_l$ of equal length $a/\sqrt3$ point at 90°, 210° and 330° and carry hoppings $t_l=0.95,\,1.05,\,1.15$ eV. The two sites differ in energy by $E_g$:

$$H=\begin{pmatrix}E_g/2&f\\f^*&-E_g/2\end{pmatrix},\quad f=\sum_lt_le^{i\mathbf k\cdot\boldsymbol\delta_l},\quad E=\sqrt{E_g^2+4|f|^2}.$$

Unequal sites remove inversion, and unequal bonds remove the rotation and the mirrors. The valleys K and K′ surround the two points where $f=0$.

To find $\mathrm{Im}\,Q_{xy}$, differentiate $(H-E_v)|v\rangle=0$ and project on $c$. This gives $\mathbf r_{cv}=-i\langle c|\nabla H|v\rangle/E$. Write $H=\mathbf d\cdot\boldsymbol\sigma$ with Pauli matrices $\boldsymbol\sigma$, $\mathbf d=(\mathrm{Re}f,-\mathrm{Im}f,E_g/2)$ and $\mathbf n=2\mathbf d/E$. The band projectors are $(1\pm\mathbf n\cdot\boldsymbol\sigma)/2$, so

$$Q_{xy}=\frac1{4E^2}\mathrm{Tr}\left[(1+\mathbf n\cdot\boldsymbol\sigma)(\partial_x\mathbf d\cdot\boldsymbol\sigma)(1-\mathbf n\cdot\boldsymbol\sigma)(\partial_y\mathbf d\cdot\boldsymbol\sigma)\right].$$

Traces of two or four Pauli factors are real. Each of the two traces with three factors contributes $2i\,\mathbf n\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)$, the second because its minus sign offsets the changed order. Since $E_g$ does not depend on $\mathbf k$,

$$\mathrm{Im}\,Q_{xy}=\frac{\mathbf n\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{E^2}=-\frac{E_gJ}{E^3},\qquad J=\mathrm{Im}(\partial_xf^*\,\partial_yf). \tag{3}$$

Twice this quantity is the Berry curvature of the valence band; a phase computed around small plaquettes agreed with it at 24 resonant points.

Insert (3) in (1), using $\delta(\omega_{cv}-\omega)=\hbar\,\delta(E-\hbar\omega)$ and $\boldsymbol\Delta=\nabla E/\hbar$. On the resonance contour $E^3$ is the constant $(\hbar\omega)^3$. Furthermore $\nabla E\,\delta(E-\hbar\omega)=-\nabla\Theta(\hbar\omega-E)$, with $\Theta$ the unit step. Integration by parts moves the gradient onto $J$:

$$\frac{d\mathbf j}{dt}=\sigma eg_s\frac{\pi e^2E_0^2}{2\hbar^2}\frac{E_g}{(\hbar\omega)^3}\int_{E<\hbar\omega}\frac{d^2k}{(2\pi)^2}\nabla J. \tag{4}$$

Let $\mathbf b_l=\boldsymbol\delta_m-\boldsymbol\delta_n$ for cyclic $l,m,n$. Each cross product $\boldsymbol\delta_m\times\boldsymbol\delta_n$ equals $S=a^2/(2\sqrt3)$, so $J=-S\sum_lt_mt_n\sin(\mathbf k\cdot\mathbf b_l)$. This is odd in $\mathbf k$, and its gradient is even: the valleys add.

For photon energies close to the gap the contours are small, and $\nabla J$ may be taken at their centres. There $f=0$, so the three complex terms of $f$ close a triangle with sides $t_l$. Thus $t_l^2=t_m^2+t_n^2+2t_mt_n\cos(\mathbf k\cdot\mathbf b_l)$, or $t_mt_n\cos(\mathbf k\cdot\mathbf b_l)=t_l^2-\tfrac12\sum_jt_j^2$. Because $\sum_l\mathbf b_l=0$,

$$\nabla J=-S\sum_lt_l^2\mathbf b_l .$$

If $A$ is the triangle's area, each $t_mt_n|\sin(\mathbf k\cdot\mathbf b_l)|$ is $2A$, and $|J|=6AS$. Near its zero $f$ is linear in $\mathbf k$ with Jacobian $J$, so the region $|f|^2<g_0=[(\hbar\omega)^2-E_g^2]/4$ has area $\pi g_0/(6AS)$. Two valleys give

$$\frac{d\mathbf j}{dt}\simeq-\sigma eg_s\frac{\pi e^2E_0^2}{2\hbar^2}\frac{E_g}{(\hbar\omega)^3}\,\frac{g_0}{2\pi}\,\frac{\sum_lt_l^2\mathbf b_l}{6A}. \tag{5}$$

Here $g_0=(4.00-2.89)/4=0.2775$ eV², $6A=2.81$ eV², and $\sum_lt_l^2\mathbf b_l=(0.0992,0.0610)$ eV² nm. The last two factors of (5) are therefore (0.00156, 0.00096) eV² nm. With $eE_0=10^{-4}$ eV/nm and $\hbar=0.658$ eV fs, the factors before them, including $g_s$ but not $e$, are $1.54\times10^{-8}$ eV⁻² nm⁻² fs⁻². One $e$/(nm fs²) is $1.60\times10^{12}$ nA/(cm fs), so $\sigma=+1$ gives about $(-38,-24)$ nA/(cm fs). Integration over the full contours gives $(-42.4,-26.8)$; the small-contour estimate is about a tenth low.

Equation (5) also shows when circular light fails. With equal bonds, $\sum_lt_l^2\mathbf b_l=0$. With equal sites, $E_g=0$ and inversion returns. The full contour integrals vanished in both cases as well, the second taken at a photon energy of 1.0 eV. Time reversal permits a circular injection current; the spatial symmetry must permit it too.

## Reading the valleys

Under linear light, K contributes $(32.1,-88.2)$ nA/(cm fs) and K′ contributes $(-32.1,88.2)$. Under $\sigma=+1$ each valley contributes $(-21.2,-13.4)$. The second result holds a surprise. Circular light also has an even part in (2), namely $\tfrac12F$ with $F=|r^x_{cv}|^2+|r^y_{cv}|^2$. It could have made the valleys unequal, as it does for linear light, but no difference appears.

The reason is special to bonds of equal length at 120° to one another; turning one bond by a few degrees, or stretching the bonds, makes the valleys unequal. A two-level state turns by half the angle of $\mathbf n$, so $F=\tfrac14(|\partial_x\mathbf n|^2+|\partial_y\mathbf n|^2)$. Separating modulus and phase of $f$ gives

$$F=\frac1{E^2}\left[|\nabla f|^2-\frac{4|f|^2}{E^2}\,\bigl|\nabla|f|\bigr|^2\right].$$

The current from $F$ in one valley is proportional to $\oint\hat{\mathbf n}F\,d\ell$ along the contour, with $\hat{\mathbf n}$ its outward normal. Put $g=|f|^2$ and $T=\sum_lt_l^2$. All $|\mathbf b_l|=a$, so $\nabla^2g=-a^2(g-T)$; likewise $\nabla^2f=-(a^2/3)f$. Hence $|\nabla f|^2=\tfrac12\nabla^2g+(a^2/3)g$ is constant on the contour, and $\oint\hat{\mathbf n}\,d\ell=0$ removes it.

For the other term, $|\nabla|f||^2=|\nabla g|^2/(4g)$. The identity $\partial_j(\partial_ig\,\partial_jg-\tfrac12\delta_{ij}|\nabla g|^2)=\partial_ig\,\nabla^2g$ gives

$$\oint\hat{\mathbf n}|\nabla g|^2d\ell=2\int\nabla g\,\nabla^2g\,d^2k=-a^2\int\nabla(g-T)^2d^2k=0,$$

since $(g-T)^2$ is constant on the boundary. The equal valley currents are thus a property of this lattice, while the cancellation under linear light does not need it.

## Testing the cause

A valley integral could hide an error in the resonance condition. Two other calculations avoid the contours. A sum over a shifted 900 × 900 mesh, which does not contain the partner of each $\mathbf k$, with a Gaussian resonance of width 0.01 eV, gave $(-42.4,-26.8)$ nA/(cm fs) for circular light. The other followed the states in time on a 48 × 48 mesh through a weak pulse (peak field near 0.01 MV/cm, Gaussian envelope with 6 fs standard deviation). The net velocity change was about 4 % of the sum of magnitudes for circular light (3.93 % on this mesh; finer meshes raise it by less than 0.1 percentage point), and zero to rounding for linear light.

Next, break time reversal. A second-neighbour orbital term, equal for both spins, makes the gaps of K and K′ differ. With a difference of about 0.15 eV, linear light now injects $(-10.0,25.9)$ nA/(cm fs). Reverse the term for one spin, as spin-orbit coupling does, and the two spins cancel. Time reversal now pairs a spin-up state at $\mathbf k$ with a spin-down state at $-\mathbf k$. More generally, each band is compared with its time-reversed partner; this pairing held in a random four-band crystal with spin.

## What linear light can still do

Scattering limits the growth. With a momentum relaxation time $\tau=20$ fs, circular light gives a steady current of $50.2\times20\approx1000$ nA/cm. A relaxation time that varies with momentum does not spoil the linear cancellation if $\tau(\mathbf k)=\tau(-\mathbf k)$.

A zero injection current is not a zero photocurrent. Absorption also displaces charge, by the shift vector $\mathbf R=\mathbf A_c-\mathbf A_v-\nabla\arg(\mathbf p\cdot\mathbf r_{cv})$, where $\mathbf A_n=i\langle n|\nabla n\rangle$. The step that gave $\mathbf r_{cv}(-\mathbf k)=\mathbf r_{cv}(\mathbf k)^*$ also gives $\mathbf A_n(-\mathbf k)=\mathbf A_n(\mathbf k)^*$, and $\mathbf A_n$ is real, so it is even. For real $\mathbf p$, conjugation reverses the argument and $\mathbf k\to-\mathbf k$ reverses the gradient, so the last term is even too, and with it $\mathbf R$. Replacing $\boldsymbol\Delta$ by $\mathbf R$ in (1) gives a current, not a growth rate: here 260 nA/cm under the linear light. The even part of circular light gives a shift current too, about 54 nA/cm and nearly perpendicular to the injection current, so the steady 1000 nA/cm barely changes.

The argument also needs initial occupations that are even in $\mathbf k$, second order in the field, and independent electrons. Absorption assisted by phonons, or altered by electron-hole attraction, can populate $\mathbf k$ and $-\mathbf k$ unequally and give a ballistic current even under linear light.

## Beside a real layer

The lattice constant and hopping scale lie in the rough regime of monolayer MoS₂. The gap of 1.7 eV is close to what standard density-functional calculations give for it. The true gap for free electron-hole pairs in a free-standing layer is larger, above 2 eV, so light of 2.0 eV would create excitons there and not the free pairs assumed here. The model's band-edge masses are 0.62 and 0.97 electron masses along the two principal directions, heavier than in MoS₂, clearly so along the second direction; with them $\tau$ corresponds to mobilities of 56 and 36 cm²/Vs. The spread of hoppings is large: if hopping falls as the cube of bond length, it means bond changes near 3 %. Including those changes lowers the circular growth rate by 7 %. A spin-orbit term that makes the gaps of the two spins differ by roughly 0.15 eV in each valley lowers it by 1.7 % in the second-neighbour form used above, and by between about 0.1 and 3 % for other ways the term can vary with $\mathbf k$. Shifting the photon energy by $\pm\hbar/\tau=\pm0.033$ eV changes the rate by about $\pm8$ %; a Lorentzian resonance of that half-width lowers it by about 2 %. At 300 K and this field, thermal carriers and tunnelling are negligible. So is saturation, unless the carriers live long: under continuous light they pile up at the band edges, and thermalized at 300 K they block the resonant states by about 1 % once the recombination time reaches roughly 100 ns.

Electron-hole attraction, by contrast, is not negligible. For a free-standing layer with a rough screening length of 4 nm, a variational estimate gives an exciton binding of 0.63 eV (0.64 eV in a larger basis with the anisotropic masses), twice the 0.3 eV by which the photon exceeds the gap. The absorption near 2.0 eV would be strongly rearranged, by an amount not computed here, so the 1000 nA/cm is a value of the model and not a forecast for MoS₂. An unstrained MoS₂ layer also keeps its threefold rotation, which forbids an in-plane circular injection current at normal incidence, as in the equal-bond case above. The main values are collected in the numerical output.

## Table of computed values

```
lattice constant: 0.32 nm
band gap: 1.7 eV
three hoppings: 0.95 1.05 1.15 eV
photon energy: 2 eV
light field amplitude: 0.001 MV/cm
light intensity: 1327 W/cm2
linear polarization angle: 35 degree
momentum relaxation time (rough): 20 fs
temperature: 300 K
sample k (x y): 13.59 0.2565 1/nm
transition energy at k, -k: 1.829 1.829 eV
velocity change at k (x y): 0.2866 0.1495 nm/fs
velocity change at -k (x y): -0.2866 -0.1495 nm/fs
rx_cv ry_vc at k (Re Im): -0.001755 0.02339 nm2
rx_cv ry_vc at -k (Re Im): -0.001755 -0.02339 nm2
|p.r|^2 linear at k, -k: 0.02148 0.02148 nm2
|p.r|^2 circular+ at k, -k: 0.04687 8.863e-05 nm2
linear, valley K (x y): 32.09 -88.18 nA/(cm fs)
linear, valley K' (x y): -32.09 88.18 nA/(cm fs)
linear, total magnitude: 7.7e-14 nA/(cm fs)
circular+, valley K (x y): -21.21 -13.41 nA/(cm fs)
circular+, valley K' (x y): -21.21 -13.41 nA/(cm fs)
circular+, total (x y): -42.42 -26.81 nA/(cm fs)
circular-, total (x y): 42.42 26.81 nA/(cm fs)
circular+, zone-mesh total (x y): -42.41 -26.81 nA/(cm fs)
circular+, total magnitude: 50.19 nA/(cm fs)
circular steady current, rate*tau: 1004 nA/cm
absorbed fraction, circular: 0.04425
pulse net/gross velocity, linear: 6.8e-14
pulse net/gross velocity, circular: 0.03931
magnetic control, linear (x y): -10.02 25.85 nA/(cm fs)
spin-orbit splitting (rough): 0.15 eV
with spin-orbit, linear magnitude: 1.1e-13 nA/(cm fs)
with spin-orbit, circular (x y): -41.74 -26.35 nA/(cm fs)
with bond stretch, circular (x y): -38.28 -26.56 nA/(cm fs)
lifetime width hbar/tau: 0.03291 eV
photon energy +-width, circular mean: -42.34 -26.78 nA/(cm fs)
linear shift current (x y): -224.3 -131.9 nA/cm
linear shift current magnitude: 260.2 nA/cm
reduced mass / electron mass: 0.3896
mobility from tau: 45.14 cm2/Vs
screening length (rough): 4 nm
exciton binding, variational: 0.6252 eV
photon excess above gap: 0.3 eV
saturation parameter: 3.29e-07
tunnelling exponent: 7.87e+04
thermal factor exp(-gap/2kT): 5.3e-15
```
